\section{Parabolic conductance of a trapezoidal barrier}

A tunnel junction with two different interfaces can have its smallest conductance at a nonzero voltage. Without a formula connecting this offset to the barrier, it cannot be told whether a shift of some millivolts is too large or too small for a given difference of interface heights. A second difficulty appears when the curve is fitted. The fit returns a height and a width, each with its own error bar, but if the two errors are locked together, the separate error bars describe combinations of height and width that the data exclude. Both questions are answered by expanding the current to third order in voltage.

\subsection{Model and current}

Hartree atomic units are used. Two identical, deep free-electron bands at zero temperature are separated by a barrier of width $d$. At zero bias its heights above the common Fermi level are $\phi_1$ at electrode 1 and $\phi_2$ at electrode 2. Define
\begin{equation}
\phi=\tfrac12(\phi_1+\phi_2),\qquad \Delta=\phi_2-\phi_1 .
\end{equation}
The bias $V$ is the energy by which electrode 2 is lowered for electrons. For $V>0$ electrons flow from 1 to 2, and $J$ counts this flow as positive. Transverse momentum is conserved, and the transmission $D$ is the WKB exponential with prefactor one. Image forces are left out, and the electron keeps its free mass inside the barrier. For a barrier mass $m^*$ the action contains $d\sqrt{m^*}$, and the width obtained from the formulas below is roughly this product.

With two spins and velocity $k_x$,
\begin{equation}
J=\frac{2}{(2\pi)^3}\int d^3k\,k_x D\,(f_1-f_2).
\end{equation}
Here $k_x\,dk_x=dE_x$, and the transverse area element is $2\pi k_t\,dk_t=2\pi\,dE_t$. The prefactor becomes $2\cdot2\pi/(2\pi)^3=1/(2\pi^2)$. Measure energies from Fermi level 1, so that Fermi level 2 lies at $-V$, and let $w=-E_x$. Electrode 1 is occupied for $0<E_t<w$, electrode 2 for $0<E_t<w-V$. The transverse integral is the difference of these two lengths:
\begin{equation}
J=\frac1{2\pi^2}\int dw\,D\,\bigl[\max(w,0)-\max(w-V,0)\bigr].
\label{eq:J}
\end{equation}
The bands are deep enough for the upper limit to be infinite.

\subsection{Symmetric variables}

Let $t=x/d-\tfrac12$ run from $-\tfrac12$ to $\tfrac12$. Under bias the barrier height above Fermi level 1 is
\begin{equation}
\phi_1+(\phi_2-V-\phi_1)\frac xd=\phi-\frac V2+(\Delta-V)t .
\end{equation}
Counting depth from the midpoint of the two Fermi levels, $u=w-V/2$, removes the term $-V/2$. With the tilt $\delta=\Delta-V$, the transmission is $D=e^{-A}$, where
\begin{equation}
A(u,\delta)=2\sqrt2\,d\int_{-1/2}^{1/2}\!dt\,\sqrt{\phi+u+\delta t}.
\label{eq:A}
\end{equation}
Replacing $t$ by $-t$ shows that $A$ is even in $\delta$. To expand it, use $\sqrt{a+\delta t}=\sqrt a\,[1+\delta t/2a-\delta^2t^2/8a^2+\dots]$ with $a=\phi+u$. The linear term averages to zero and $t^2$ averages to $1/12$, so
\begin{equation}
A=2d\sqrt{2(\phi+u)}\left[1-\frac{\delta^2}{96(\phi+u)^2}-\dots\right].
\label{eq:Aexp}
\end{equation}
Two constants describe the barrier at the midpoint energy:
\begin{equation}
S=2d\sqrt{2\phi},\qquad c=\frac{S}{2\phi}=d\sqrt{\frac2\phi}.
\label{eq:Sc}
\end{equation}
$S$ is the action of the flat barrier, and $c$ is its derivative with respect to $u$.

\subsection{Expansion in voltage}

In the new variable the bracket of \eqref{eq:J} is
\begin{equation}
M(u,V)=\max(u+\tfrac V2,0)-\max(u-\tfrac V2,0).
\label{eq:M}
\end{equation}
For $V>0$ it is zero below $-V/2$, rises linearly, and equals $V$ above $V/2$. Write $M=V\theta(u)+R$. The remainder $R$ is odd in $u$, vanishes for $|u|>V/2$, and equals $u-V/2$ for $0<u<V/2$. The first part gives $VF(\Delta-V)$ with
\begin{equation}
F(\delta)=\int_0^\infty du\,e^{-A(u,\delta)} .
\end{equation}
In the second part, $D(u)\simeq D(0)+uD_u(0)$. The constant drops out because $R$ is odd, and
\begin{equation}
\int R\,u\,du=2\int_0^{V/2}\!\left(u^2-\frac{uV}2\right)du
=2\left(\frac{V^3}{24}-\frac{V^3}{16}\right)=-\frac{V^3}{24}.
\end{equation}
Since $D_u=-A_uD$, the contribution is positive:
\begin{equation}
2\pi^2J=V\,F(\Delta-V)+\frac{V^3}{24}A_uD+O(V^4),
\label{eq:J3}
\end{equation}
where $A_u$ and $D$ are taken at $u=0$, $\delta=\Delta$. Because $M(u,-V)=-M(u,V)$, the result holds for both signs of $V$. Now insert $F(\Delta-V)=F-VF'+\tfrac12V^2F''$ and differentiate. Powers $V,V^2,V^3$ bring factors 1, 2, 3:
\begin{equation}
\frac{G}{G(0)}=1-\frac{2F'}{F}V+\frac3F\left[\frac{F''}2+\frac{A_uD}{24}\right]V^2+\dots
\label{eq:Gexact}
\end{equation}
with $F$ and its derivatives at $\Delta$. Apart from the WKB form of the transmission, no thick-barrier approximation has been made so far.

\subsection{Thick-barrier limit}

For $S\gg1$ the integral $F$ comes from depths $u\sim1/c=2\phi/S\ll\phi$. There, for $|\Delta|\ll\phi$, \eqref{eq:Aexp} reduces to
\begin{equation}
A\simeq S+cu-\beta\delta^2,\qquad \beta=\frac{S}{96\phi^2},
\end{equation}
so $F\simeq(e^{-S}/c)\,e^{\beta\delta^2}$. Hence $F'/F=2\beta\Delta$, $F''/F=2\beta+4\beta^2\Delta^2$ and $A_uD/F=c^2$. The linear coefficient is $-4\beta\Delta$, and the quadratic one is
\begin{equation}
3\left[\beta+2\beta^2\Delta^2+\frac{c^2}{24}\right]
=\frac{c^2}8\left[1+\frac1S+\frac{\Delta^2}{48\phi^2}\right],
\label{eq:three}
\end{equation}
because $c^2/24=S^2/(96\phi^2)=S\beta$. The last two terms in the bracket are small and of the same order as terms already dropped. At leading order,
\begin{equation}
\boxed{\frac{G(V)}{G_0}=1-\frac{S\Delta}{24\phi^2}V+\frac{c^2}8V^2,\qquad
G_0=\frac{e^{-S}}{2\pi^2c}}
\label{eq:BDR}
\end{equation}
The constant $G_0$ also requires $\beta\Delta^2\ll1$. This is the Brinkman-Dynes-Rowell (BDR) parabola. With $A_0=4\sqrt2\,d/3$ its coefficients take their customary form, $-A_0\Delta/(16\phi^{3/2})$ and $9A_0^2/(128\phi)$.

Setting the derivative of \eqref{eq:BDR} to zero gives
\begin{equation}
V_{\min}=\frac{S\Delta}{24\phi^2}\cdot\frac4{c^2}
=\frac{S\Delta}{24\phi^2}\cdot\frac{16\phi^2}{S^2}=\frac{2\Delta}{3S}.
\label{eq:Vmin}
\end{equation}
At fixed $\phi$ and $d$ the offset is proportional to the asymmetry, and it lies on the side where the bias flattens the barrier. The square root is concave, so the action is largest for the flat barrier, at $V=\Delta$. That alone would put the minimum of the transmission at $\Delta$. The opening of the energy window between the Fermi levels contributes a curvature that is even in $V$ and larger by the factor $S$. It holds the minimum of $J/V$ at $\Delta/S$, and the factors 2 and 3 from differentiation turn this into $2\Delta/(3S)$.

\subsection{Corrections and range of validity}

For $\Delta\to0$ the finite-$S$ corrections follow from the substitution $s=\sqrt{1+u/\phi}$, $du=2\phi s\,ds$:
\begin{equation}
F(0)=2\phi\int_1^\infty\!s\,e^{-Ss}ds=\frac{e^{-S}}c\left(1+\frac1S\right).
\label{eq:F0}
\end{equation}
By \eqref{eq:Aexp} the coefficient of $\delta^2$ at depth $u$ is $\beta s^{-3}$. In $F'$ and $F''$, $\beta$ is therefore replaced by $\beta\langle s^{-3}\rangle$, with
\begin{equation}
\langle s^{-3}\rangle=\frac{\int_1^\infty s^{-2}e^{-Ss}ds}{\int_1^\infty s\,e^{-Ss}ds}
=\frac{1-2/S+6/S^2-\dots}{1+1/S}=1-\frac3S+\frac9{S^2}-\dots
\label{eq:s3}
\end{equation}
This factor multiplies the linear coefficient. The curvature, relative to $c^2/8$, becomes
\begin{equation}
\frac1S\left(1-\frac3S\right)+\frac1{1+1/S}=1-\frac2{S^2}+\dots
\label{eq:curv}
\end{equation}
The terms in $1/S$ cancel, so for the unit prefactor the curvature is much more accurate than the offset.

The asymmetry also changes the curvature. For $S\to\infty$, $F\simeq D/A_u$, and expanding $(\phi+\delta t)^{-1/2}$ gives $A_u=c\,[1+\Delta^2/(32\phi^2)]$. The window term $A_u^2/24$ then grows by the relative amount $\Delta^2/(16\phi^2)$. With the $\Delta^2/(48\phi^2)$ of \eqref{eq:three}, the total is $\Delta^2/(12\phi^2)$.

The voltage range follows from the symmetric thick barrier, where $D=e^{-S-cu}$. The second derivative of $M$ is $+1$ times a delta function at $-V/2$ and $-1$ times one at $V/2$. Two integrations by parts give
\begin{equation}
2\pi^2J=\frac{2e^{-S}}{c^2}\sinh\frac{cV}2,\qquad
\frac G{G_0}=\cosh\frac{cV}2 .
\end{equation}
The quartic term $(cV)^4/384$ is $(cV)^2/48$ of the quadratic one. The parabola therefore serves for $c|V|<1$ and fails when $c|V|$ is several units.

The proportionality \eqref{eq:Vmin} also rests on the unit prefactor. Suppose the transmission carries a further factor $1+pV$, for instance from wave-function matching at unlike interfaces. From $J=G_0(V+g_1V^2/2+\dots)$ the linear coefficient of $G$ changes from $g_1$ to $g_1+2p$. The minimum then moves by about $-8p/c^2$, even when $\Delta=0$. Sharp interfaces change the offset even between identical electrodes. With wave numbers $k_i$ in the electrodes and decay constants $\kappa_i$ at the barrier edges, matching multiplies the exponential by $16k_1k_2\kappa_1\kappa_2/[(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)]$. The two sums do not depend on the bias. At the midpoint energy $k_1k_2$ is even in $V$, and $\kappa_1\kappa_2=2\sqrt{\phi^2-(\Delta-V)^2/4}$. Hence $p\simeq\Delta/(4\phi^2)$, which lowers the magnitude of the linear coefficient by the fraction $12/S$. The factor also depends on depth. With $E_F$ the Fermi energy above the band bottom, $\kappa_1\kappa_2\propto\phi+u$ and $k_1k_2\propto E_F-u$, so $c$ is replaced by $c-1/\phi+1/E_F$ and the curvature falls by the fraction $(4/S)(1-\phi/E_F)$. Together the two changes lower the offset \eqref{eq:Vmin} by the fraction $(8+4\phi/E_F)/S$ at leading order. The offset stays proportional to $\Delta$, but for $S$ near 24 it is smaller by tens of percent. The curvature is then more than ten percent below $c^2/8$ when $E_F$ is several times $\phi$, and the level changes as well. A measured parabola therefore gives the asymmetry, and also the height and width, only as far as such factors are known or negligible.

\subsection{From the parabola back to the barrier}

Let $g_1$ and $g_2$ be the measured linear and quadratic coefficients of $G/G_0$. Equations \eqref{eq:Sc} and \eqref{eq:BDR} are solved in sequence:
\begin{equation}
\begin{aligned}
c&=\sqrt{8g_2}, & S&=-\ln(2\pi^2cG_0),\\
\phi&=\frac S{2c}, & d&=\frac{\sqrt{Sc}}2,\qquad \Delta=-\frac{6Sg_1}{c^2}.
\end{aligned}
\label{eq:inv}
\end{equation}
The width follows from $S=2d\sqrt{2\phi}=2d\sqrt{S/c}$, and the asymmetry from $\Delta=-24\phi^2g_1/S$.

The curvature thus measures $c\propto d/\sqrt\phi$, and the conductance level measures $S\propto d\sqrt\phi$. These two combinations are known with very different precision. Small errors obey
\begin{equation}
\delta\ln S=-\frac{\delta\ln G_0+\delta\ln c}{S},
\label{eq:dS}
\end{equation}
so errors reach $S$ reduced by the factor $1/S$. From \eqref{eq:inv},
\begin{equation}
\delta\ln\phi=\delta\ln S-\delta\ln c,\qquad
\delta\ln d=\tfrac12(\delta\ln S+\delta\ln c).
\end{equation}
When the level $G_0$ is known much better than the curvature, drop $\delta\ln G_0$. Then
\begin{equation}
\delta\ln\phi=-\left(1+\frac1S\right)\delta\ln c,\quad
\delta\ln d=\frac12\left(1-\frac1S\right)\delta\ln c,\quad
\frac{\delta\ln d}{\delta\ln\phi}=-\frac12\,\frac{S-1}{S+1}.
\label{eq:ridge}
\end{equation}
Both errors are multiples of the same random number with opposite signs, so their correlation tends to $-1$. Better data shrink both errors, but the correlation remains as long as the relative error of the level, including that of the junction area, is small against $S$ times the relative error of $c$. For $S=24$ and an error of 1.7\% in $c$, an area uncertain by 20\% weakens the correlation to about $-0.6$.

The asymmetry behaves differently. Neglecting $\delta\ln S$, \eqref{eq:inv} gives $\delta\ln\Delta\simeq\delta\ln|g_1|-2\,\delta\ln c$, while $\delta\ln\phi\simeq-\delta\ln c$. For voltages placed symmetrically about zero and independent noise of equal size at each, the fitted slope is uncorrelated with the level and curvature. With standard deviations $\sigma_1$ of $\ln|g_1|$ and $\sigma_c$ of $\ln c$,
\begin{equation}
\mathrm{corr}(\phi,\Delta)\simeq\frac{2\sigma_c}{\sqrt{4\sigma_c^2+\sigma_1^2}} .
\label{eq:corrD}
\end{equation}
This is strong only if the slope is measured with a relative error below $2\sigma_c$.

If the junction area is unknown, $G_0$ per area is unknown too, and $S$ is lost. Three coefficients then face four unknowns. Every $S$ with the same $c$, and with $\Delta\propto S$, gives the same BDR shape. Along this family $\phi\propto S$ and $d\propto\sqrt S$, so height and width now rise together, opposite to the correlation at known area.

\subsection{A numerical barrier}

Take the round model values $\phi=0.08$ and $\Delta=0.02$ hartree and $d=30$ bohr (2.18 eV, 0.54 eV and 1.59 nm). Then
\begin{equation}
S=2\cdot30\sqrt{0.16}=24,\qquad c=\frac{24}{0.16}=150\ \text{hartree}^{-1},
\end{equation}
\begin{equation}
g_1=-\frac{24\cdot0.02}{24\cdot0.0064}=-3.125\ \text{hartree}^{-1},\qquad
g_2=\frac{150^2}8=2812.5\ \text{hartree}^{-2}.
\end{equation}
Numerical integration of \eqref{eq:J} with the action \eqref{eq:A} gives $-2.79$ and $2819$. The slope is reduced by the factor 0.893, against $1-3/24+9/576=0.891$ from \eqref{eq:s3}. The curvature differs by 0.2\%. The integrated $G(0)$ exceeds $G_0$ by 5.6\%, close to the product of $1+1/S=1.042$ from \eqref{eq:F0} and $e^{\beta\Delta^2}=1.016$. The state counting was tested by integrating directly over the occupied shell in $k$ space, which reproduces the current.

The predicted offset is $0.04/72=5.56\times10^{-4}$ hartree, or 15.1 mV. The minimum of the integrated conductance lies at 13.5 mV. For $\Delta=0.01$, $0.02$ and $0.04$ hartree the ratio of integrated to BDR offset is 0.892, 0.893 and 0.897. Proportionality therefore holds much better than the leading-order constant of proportionality, which is about 12\% larger than the integrated one at this $S$.

Now fit a parabola to the integrated conductance at 41 voltages within $\pm0.005$ hartree, where $c|V|\le0.75$. Without noise, \eqref{eq:inv} returns $\phi=0.0792$ hartree, $d=30.1$ bohr and $\Delta=0.0182$ hartree. The asymmetry is 9\% below its true value, mainly because of the reduced slope.

Add independent noise of 0.5\% of $G_0$ to each point. Over 4000 synthetic data sets the relative spreads are 1.8\% for $\phi$, 0.8\% for $d$ and 9.3\% for $\Delta$. The correlation of $\phi$ and $d$ differs from $-1$ by $6\times10^{-6}$, and the slope of $\ln d$ against $\ln\phi$ is $-0.462$, where \eqref{eq:ridge} gives $-0.460$. The combination $d\sqrt\phi$ spreads by 0.07\%, but $d/\sqrt\phi$ by 1.7\%. Their ratio is close to the factor $1/S$ in \eqref{eq:dS}. For the asymmetry, \eqref{eq:corrD} gives $2\cdot1.71/9.26=0.37$; the synthetic data give 0.34, a moderate correlation.

The locking of $\phi$ and $d$ is not produced by the BDR formulas. The sensitivities of the integrated current itself give a correlation that differs from $-1$ by $8\times10^{-5}$. This is still tiny, though about twelve times the BDR value. A likely reason is the factor $e^{\beta\Delta^2}$ in the level, which \eqref{eq:BDR} omits and which passes part of the error of $\Delta$ on to $S$. An estimate supports this. The level changes by $2\beta\Delta^2\cdot9.3\%=0.3\%$, hence $\ln S$ by $1.2\times10^{-4}$. That is 0.007 of the spread of $\ln c$, and a nearly independent admixture of this size moves the correlation from $-1$ by about $2\cdot0.007^2=1\times10^{-4}$.

Finally, let the area be free. A barrier with $\phi=0.12$ and $\Delta=0.03$ hartree and $d=36.7$ bohr has $S=36$ and the same $c$. Its normalized conductance differs from the first by at most $6\times10^{-4}$ in the window, far below the noise of a single point. Equal conductance would, however, require an area larger by $e^{12}=1.6\times10^5$. Even a rough area is therefore valuable, because $S$ depends on it logarithmically. If the area is taken too small by a factor of two, $S$ falls by about $\ln2$, and the fitted values drop to $\phi=0.0769$ hartree and $d=29.6$ bohr, changes of 2.9\% and 1.5\%. The numerical output lists these values in full.

\section*{Calculated quantities}
\begin{verbatim}
mean height phi = 0.080 hartree = 2.177 eV
asymmetry Delta = 0.020 hartree = 0.544 eV
width d = 30.0 bohr = 1.588 nm
S = 24.000 (no unit), c = 150.00 1/hartree
J at V = 0.003 hartree: supply 4.057415e-17, k shell 4.057415e-17 a.u.
G0: BDR 1.27500e-14, full 1.34675e-14 a.u.
linear coefficient: BDR -3.1250, full -2.7916 1/hartree
quadratic coefficient: BDR 2812.50, full 2818.77 1/hartree^2
S = 200: (1 - linear ratio)*S = 2.9558
S = 200: (1 - curvature ratio)*S^2 = 1.9574
S = 2000: curvature excess/(Delta^2/12phi^2) = 1.0088
S = 2000, cV = 3: current/(sinh law) = 1.00059
Delta 0.01: V_min BDR 2.7778e-04, full 2.4768e-04 hartree, ratio 0.8916
Delta 0.02: V_min BDR 5.5556e-04, full 4.9593e-04 hartree, ratio 0.8927
Delta 0.04: V_min BDR 1.1111e-03, full 9.9659e-04 hartree, ratio 0.8969
V_min for Delta 0.02: BDR 15.12 mV, full 13.49 mV
window +-0.005 hartree, 41 points, c*V_max = 0.750
noise-free BDR fit: phi 0.07918, Delta 0.01822 hartree, d 30.077 bohr
same, area taken half too small: phi 0.07688 hartree, d 29.639 bohr
noise 0.5 % of G0, 4000 synthetic data sets
relative spread of phi: Monte Carlo 1.774 %, propagated 1.764 %
relative spread of Delta: Monte Carlo 9.257 %, propagated 9.262 %
relative spread of d: Monte Carlo 0.819 %, propagated 0.815 %
1 + corr(phi,d): Monte Carlo 6.36e-06, propagated 6.32e-06
corr(phi,Delta): Monte Carlo 0.343, propagated 0.365
corr(d,Delta): Monte Carlo -0.343, propagated -0.365
slope dln(d)/dln(phi): Monte Carlo -0.4618, law -0.4599
relative spread: d*sqrt(phi) 0.0678 %, d/sqrt(phi) 1.707 %
full current: 1 + corr(phi,d) = 7.75e-05, corr(phi,Delta) = 0.401
alternative barrier: phi 0.1200, Delta 0.0300 hartree, d 36.742 bohr, S 36.0
largest difference of G/G(0) in window = 5.51e-04
area factor needed for equal conductance = 1.628e+05
\end{verbatim}
